**Sample cost of exponential reweighting for Gaussian energy differences**

If the energy difference ΔU = U_B − U_A is Gaussian under the sampled level A with standard deviation σ, the average m of N independent normalized weights has mean-square error (exp(s²) − 1)/N, where s = σ/(k_B T). A relative rms error ε therefore needs N = (exp(s²) − 1)/ε² samples, which is exponential in system size when σ² is extensive. For coordinates whose minimum is displaced between the two levels, the program asserts by quadrature the mean and variance of ΔU under both levels, the free energy difference and the second moment of the weight. By repeated random sampling it asserts the rms error of m and the rms error and bias of the free energy, within stated tolerances. At s = 4 it asserts that sampled runs respect two bounds that place the threshold for typical runs near exp(s²/2), the upper one with an allowance of three standard errors. For a coupled chain it asserts that s² grows per site by the sum of the correlations. In the output, N for ε = 0.1 rises from 62.1 (63 after rounding up) for one coordinate to about 2.4 × 10¹⁰ for forty.

## Numerical verification

```python
"""
Result under test: if dU = U_B - U_A is Gaussian under level A with standard
deviation sigma, the average of N independent exponential weights has relative
mean-square error (exp(s^2) - 1)/N, where s = sigma/(k_B T).  An rms relative
error eps then needs N = (exp(s^2) - 1)/eps^2, exponential in system size.
Typical single runs are governed by the smaller scale exp(s^2/2).

Model: M classical coordinates x, each with
  U_A = k x^2/2   and   U_B = k (x - d)^2/2 + c.
k: stiffness, d: shift of the minimum, c: energy offset, T: temperature.
dF: free energy of B minus that of A.  w: weight exp(-(dU - dF)/(k_B T)).
m: average of w over the N samples of one run.
"""
import numpy as np
from scipy import constants as const
from scipy.special import ndtr

rng = np.random.default_rng(12345)
temperature = 300.0
stiffness = 20.0
shift = 10e-12
offset = 3e-21
mass = 30 * const.atomic_mass
kT = const.k * temperature
zJ = 1e-21


def energy_a(x):
    return 0.5 * stiffness * x**2


def energy_b(x):
    return 0.5 * stiffness * (x - shift)**2 + offset


s2_unit = stiffness * shift**2 / kT          # derived value of s^2 for M = 1
sigma_unit = np.sqrt(s2_unit) * kT
width = np.sqrt(kT / stiffness)
quantum_ratio = const.hbar * np.sqrt(stiffness / mass) / kT

# --- One coordinate: averages by quadrature from the Boltzmann definition ---
x = np.linspace(-15, 15, 6001) * width
dx = x[1] - x[0]
boltz_a = np.exp(-energy_a(x) / kT)
boltz_b = np.exp(-energy_b(x) / kT)
z_a, z_b = boltz_a.sum() * dx, boltz_b.sum() * dx
gap = energy_b(x) - energy_a(x)
mean_a = (gap * boltz_a).sum() * dx / z_a
var_a = ((gap - mean_a)**2 * boltz_a).sum() * dx / z_a
mean_b = (gap * boltz_b).sum() * dx / z_b
var_b = ((gap - mean_b)**2 * boltz_b).sum() * dx / z_b
free_energy = -kT * np.log(z_b / z_a)
moment1 = (np.exp(-gap / kT) * boltz_a).sum() * dx / z_a
moment2 = (np.exp(-2 * gap / kT) * boltz_a).sum() * dx / z_a
second_moment_ratio = moment2 / moment1**2

assert np.isclose(var_a, sigma_unit**2, rtol=1e-9, atol=0)
assert np.isclose(var_b, var_a, rtol=1e-9, atol=0)
assert np.isclose(mean_a - mean_b, var_a / kT, rtol=1e-9, atol=0)
assert np.isclose(free_energy, mean_a - var_a / (2 * kT), rtol=1e-9, atol=0)
assert np.isclose(free_energy, offset, rtol=1e-9, atol=0)
assert np.isclose(-kT * np.log(moment1), free_energy, rtol=1e-9, atol=0)
assert np.isclose(second_moment_ratio, np.exp(s2_unit), rtol=1e-9)

# --- Two coordinates: repeated reweighting runs from sampled configurations ---
m_test = 2
total = 10_000_000
chunk = 1_000_000
weights = np.empty(total)
for start in range(0, total, chunk):
    conf = rng.normal(0.0, width, (chunk, m_test))
    gap_sum = (energy_b(conf) - energy_a(conf)).sum(axis=1)
    weights[start:start + chunk] = np.exp(-(gap_sum - m_test * offset) / kT)
weight_variance = np.exp(m_test * s2_unit) - 1
means_100 = weights.reshape(-1, 100).mean(axis=1)
means_1000 = weights.reshape(-1, 1000).mean(axis=1)
rms_sampled = np.sqrt(np.mean((means_100 - 1)**2))
rms_formula = np.sqrt(weight_variance / 100)
bias_sampled = np.mean(-np.log(means_100))
bias_formula = weight_variance / 200
free_rms_sampled = np.sqrt(np.mean(np.log(means_1000)**2))
free_rms_formula = np.sqrt(weight_variance / 1000)
# Tolerances cover sampling noise and the next order in 1/N.
assert abs(rms_sampled / rms_formula - 1) < 0.04
assert abs(free_rms_sampled / free_rms_formula - 1) < 0.04
assert abs(bias_sampled / bias_formula - 1) < 0.20
del weights

# --- Typical runs at large s, below and above the scale exp(s^2/2) ---
s_big = 4.0


def run_average(n_samples):
    z = rng.standard_normal(n_samples)
    return np.mean(np.exp(s_big * z - s_big**2 / 2))


n_low, cut_low, level = 10, 2.5, 0.5
low = np.array([run_average(n_low) for _ in range(20000)])
low_fraction = np.mean(low > level)
low_bound = n_low * ndtr(-cut_low) + ndtr(cut_low - s_big) / level
assert low_fraction < low_bound

n_high, cut_high = 300_000, 5.0
high = np.array([run_average(n_high) for _ in range(200)])
high_error = np.abs(high - 1)
high_bound = (np.sqrt(np.exp(s_big**2) * ndtr(cut_high - 2 * s_big) / n_high)
              + 2 * ndtr(s_big - cut_high))
high_rms_formula = np.sqrt((np.exp(s_big**2) - 1) / n_high)
standard_error = high_error.std(ddof=1) / np.sqrt(high.size)
assert high_error.mean() < high_bound + 3 * standard_error
assert np.median(high_error) < high_rms_formula / 4

# --- Coupled chain with fixed ends: dU is a sum of correlated local terms ---
coupling = stiffness


def chain_s2(n_sites):
    hessian = ((stiffness + 2 * coupling) * np.eye(n_sites)
               - coupling * np.eye(n_sites, k=1)
               - coupling * np.eye(n_sites, k=-1))
    covariance = kT * np.linalg.inv(hessian)
    local = (stiffness * shift / kT)**2 * covariance
    return local.sum(), local[n_sites // 2, n_sites // 2]


s2_100, _ = chain_s2(100)
s2_200, s2_diagonal = chain_s2(200)
chain_slope = (s2_200 - s2_100) / 100
root = np.sqrt(stiffness**2 + 4 * stiffness * coupling)
decay = (stiffness + 2 * coupling - root) / (2 * coupling)
local_formula = stiffness**2 * shift**2 / (kT * root)
slope_formula = local_formula * (1 + decay) / (1 - decay)
assert np.isclose(s2_diagonal, local_formula, rtol=1e-9)
assert np.isclose(chain_slope, slope_formula, rtol=1e-9)

# --- Worked example ---
eps = 0.1
eta = 0.3
print(f"Temperature: {temperature:.0f} K")
print(f"Stiffness k: {stiffness:.0f} N/m")
print(f"Shift of minimum d: {shift * 1e12:.0f} pm")
print(f"Offset c per coordinate: {offset / zJ:.3f} zJ (1 zJ = 1e-21 J)")
print(f"Mass: {mass / const.atomic_mass:.0f} u")
print(f"k_B T: {kT / zJ:.4f} zJ")
print(f"hbar omega/(k_B T): {quantum_ratio:.3f}")
print("One coordinate, by quadrature:")
print(f"  mean dU under A: {mean_a / zJ:.4f} zJ")
print(f"  mean dU under B: {mean_b / zJ:.4f} zJ")
print(f"  sigma: {np.sqrt(var_a) / zJ:.4f} zJ")
print(f"  free energy difference: {free_energy / zJ:.4f} zJ")
print(f"  s^2: {s2_unit:.4f}")
print(f"  <w^2>: {second_moment_ratio:.4f}; exp(s^2): {np.exp(s2_unit):.4f}")
print(f"Target rms relative error eps: {eps:.1f}")
print("M | sigma/zJ | s^2 | exp(s^2/2) | exp(s^2) | N for eps")
for m in (1, 2, 5, 10, 20, 40):
    s2 = m * s2_unit
    needed = np.expm1(s2) / eps**2
    print(f"{m:2d} | {np.sqrt(m) * sigma_unit / zJ:.3f} | {s2:.3f} | "
          f"{np.exp(s2 / 2):.3e} | {np.exp(s2):.3e} | {needed:.3e}")
print(f"Coordinates per tenfold cost: {np.log(10) / s2_unit:.2f}")
delta = eps * kT
print(f"eps k_B T: {delta / zJ:.4f} zJ = {delta * const.N_A / 1000:.4f} kJ/mol")
print(f"Chebyshev: P(|m-1| >= {eta:.1f}) <= {(eps / eta)**2:.3f}")
print(f"  otherwise |error in dF| < {-np.log(1 - eta):.3f} k_B T")
print(f"Sampling test, M = {m_test}:")
print(f"  rms of m-1, N=100: {rms_sampled:.4f}; formula {rms_formula:.4f}")
print(f"  dF bias/(k_B T), N=100: {bias_sampled:.5f}; "
      f"formula {bias_formula:.5f}")
print(f"  dF rms/(k_B T), N=1000: {free_rms_sampled:.4f}; "
      f"formula {free_rms_formula:.4f}")
print(f"Typical runs, s = {s_big:.0f}: exp(s^2/2) = {np.exp(s_big**2 / 2):.3e}, "
      f"exp(s^2) = {np.exp(s_big**2):.3e}")
print(f"  N = {n_low}, cut t = {cut_low}: median m = {np.median(low):.4f}")
print(f"  fraction with m > {level}: {low_fraction:.4f}; bound {low_bound:.4f}")
print(f"  N = {n_high}, cut t = {cut_high}: median |m-1| = "
      f"{np.median(high_error):.3f}")
print(f"  mean |m-1| over {high.size} runs: {high_error.mean():.3f}; "
      f"bound {high_bound:.3f}")
print(f"  exact rms of m-1 from formula: {high_rms_formula:.3f}")
print(f"Coupled chain, coupling {coupling:.0f} N/m:")
print(f"  s^2 for 100 and 200 sites: {s2_100:.4f}, {s2_200:.4f}")
print(f"  s^2 added per site: {chain_slope:.4f}; "
      f"correlation sum {slope_formula:.4f}")
print(f"  local variance alone, per site: {s2_diagonal:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature: 300 K
Stiffness k: 20 N/m
Shift of minimum d: 10 pm
Offset c per coordinate: 3.000 zJ (1 zJ = 1e-21 J)
Mass: 30 u
k_B T: 4.1419 zJ
hbar omega/(k_B T): 0.510
One coordinate, by quadrature:
  mean dU under A: 4.0000 zJ
  mean dU under B: 2.0000 zJ
  sigma: 2.8782 zJ
  free energy difference: 3.0000 zJ
  s^2: 0.4829
  <w^2>: 1.6207; exp(s^2): 1.6207
Target rms relative error eps: 0.1
M | sigma/zJ | s^2 | exp(s^2/2) | exp(s^2) | N for eps
 1 | 2.878 | 0.483 | 1.273e+00 | 1.621e+00 | 6.207e+01
 2 | 4.070 | 0.966 | 1.621e+00 | 2.627e+00 | 1.627e+02
 5 | 6.436 | 2.414 | 3.344e+00 | 1.118e+01 | 1.018e+03
10 | 9.102 | 4.829 | 1.118e+01 | 1.250e+02 | 1.240e+04
20 | 12.872 | 9.657 | 1.250e+02 | 1.564e+04 | 1.563e+06
40 | 18.203 | 19.315 | 1.564e+04 | 2.445e+08 | 2.445e+10
Coordinates per tenfold cost: 4.77
eps k_B T: 0.4142 zJ = 0.2494 kJ/mol
Chebyshev: P(|m-1| >= 0.3) <= 0.111
  otherwise |error in dF| < 0.357 k_B T
Sampling test, M = 2:
  rms of m-1, N=100: 0.1273; formula 0.1275
  dF bias/(k_B T), N=100: 0.00830; formula 0.00813
  dF rms/(k_B T), N=1000: 0.0396; formula 0.0403
Typical runs, s = 4: exp(s^2/2) = 2.981e+03, exp(s^2) = 8.886e+06
  N = 10, cut t = 2.5: median m = 0.0182
  fraction with m > 0.5: 0.0827; bound 0.1957
  N = 300000, cut t = 5.0: median |m-1| = 0.256
  mean |m-1| over 200 runs: 0.315; bound 0.517
  exact rms of m-1 from formula: 5.442
Coupled chain, coupling 20 N/m:
  s^2 for 100 and 200 sites: 47.6896, 95.9761
  s^2 added per site: 0.4829; correlation sum 0.4829
  local variance alone, per site: 0.2159
ALL CHECKS PASSED
```
